# London orbitals: gauge-origin independence and first field derivatives of integrals

**Q.** A uniform magnetic field has no centre, yet its vector potential is written with one. Why should a calculation care where that centre is put?

**A.** The exact problem does not care, but a finite basis can. In Hartree atomic units, with electron charge $-1$ and spin left out, take

$$\mathbf A_O(\mathbf r)=\tfrac12\mathbf B\times(\mathbf r-\mathbf O),\qquad \boldsymbol\pi=\mathbf p+\mathbf A_O(\mathbf r),\qquad h=\tfrac12\boldsymbol\pi^2+V(\mathbf r),$$

where $\mathbf p=-i\nabla$ and $V$ is a local potential. The plus sign in $\boldsymbol\pi$ comes from the negative charge. Moving the gauge origin from $\mathbf O$ to $\mathbf O'$ subtracts a constant vector, which is a gradient:

$$\mathbf A_{O'}=\mathbf A_O-\tfrac12\mathbf B\times(\mathbf O'-\mathbf O)=\mathbf A_O+\nabla f,\qquad f(\mathbf r)=-\tfrac12[\mathbf B\times(\mathbf O'-\mathbf O)]\cdot\mathbf r .$$

For any function $g$, the product rule gives $\mathbf p\,e^{-if}g=e^{-if}(\mathbf p-\nabla f)g$. Therefore

$$\boldsymbol\pi' e^{-if}g=e^{-if}(\mathbf p-\nabla f+\mathbf A_O+\nabla f)g=e^{-if}\boldsymbol\pi g .$$

Applying this twice, and noting that $V$ commutes with $e^{-if}$, gives $h'e^{-if}=e^{-if}h$. If $\psi$ is an eigenfunction of $h$, then $e^{-if}\psi$ is an eigenfunction of $h'$ with the same energy. A fixed set of real orbitals generally cannot supply the factor $e^{-if}$, so its variational energy depends on $\mathbf O$.

**Q.** Then the basis has to carry the phase. How do you choose it without knowing which origin someone will pick?

**A.** Start with one atom. For a real, field-independent orbital $\chi_\mu$ centred at $\mathbf R_\mu$, the natural gauge origin is $\mathbf R_\mu$ itself. Use $\chi_\mu$ unchanged in that gauge, then transform it to the common origin $\mathbf O$. The gauge function for the move from $\mathbf R_\mu$ to $\mathbf O$ is

$$-\tfrac12[\mathbf B\times(\mathbf O-\mathbf R_\mu)]\cdot\mathbf r=\tfrac12[\mathbf B\times(\mathbf R_\mu-\mathbf O)]\cdot\mathbf r=\mathbf A_O(\mathbf R_\mu)\cdot\mathbf r .$$

The transformed function is the London orbital,

$$\omega_\mu(\mathbf r)=e^{-i\mathbf A_O(\mathbf R_\mu)\cdot\mathbf r}\chi_\mu(\mathbf r).$$

**Q.** Each orbital now has a different phase. Why would a change of origin not scramble their relative phases?

**A.** Because the change in phase is the same for all of them:

$$\mathbf A_{O'}(\mathbf R_\mu)\cdot\mathbf r=\mathbf A_O(\mathbf R_\mu)\cdot\mathbf r-\tfrac12[\mathbf B\times(\mathbf O'-\mathbf O)]\cdot\mathbf r=\mathbf A_O(\mathbf R_\mu)\cdot\mathbf r+f(\mathbf r).$$

The added term does not contain $\mathbf R_\mu$, so $\omega'_\mu=e^{-if}\omega_\mu$ for every $\mu$. It follows that

$$\langle\omega'_\mu|h'|\omega'_\nu\rangle=\langle\omega_\mu|e^{if}h'e^{-if}|\omega_\nu\rangle=\langle\omega_\mu|h|\omega_\nu\rangle .$$

No expansion in $\mathbf B$ was made and no completeness of the basis was used. The overlap is unchanged because $e^{if}e^{-if}=1$. The same cancellation holds for functions of $\mathbf r$, for $\boldsymbol\pi$, and for the electron repulsion $1/r_{12}$, where it occurs separately for each electron.

**Q.** So all matrix elements are independent of the gauge origin?

**A.** Not without a qualification. The operator must transform as $X'=e^{-if}Xe^{if}$. Canonical momentum does not: it is the same operator $\mathbf p$ in both gauges. From the product rule above,

$$\langle\omega'_\mu|\mathbf p|\omega'_\nu\rangle=\langle\omega_\mu|\mathbf p-\nabla f|\omega_\nu\rangle=\langle\omega_\mu|\mathbf p|\omega_\nu\rangle+\tfrac12\mathbf B\times(\mathbf O'-\mathbf O)\,S_{\mu\nu}.$$

This is no defect of the basis. The velocity is $\boldsymbol\pi$, and its matrix elements do not move. Likewise, for an orbital $\psi=\sum_\nu c_\nu\omega_\nu$ with fixed coefficients, $\psi'^*\boldsymbol\pi'\psi'=\psi^*\boldsymbol\pi\psi$ at each point, so the current density $-\mathrm{Re}(\psi^*\boldsymbol\pi\psi)$ is unchanged. For nuclear shielding, the vector potential of a nuclear moment is added to $\boldsymbol\pi$. It does not depend on $\mathbf O$, and the argument is unaltered.

Two assumptions matter. A nonlocal potential need not commute with $e^{-if}$, and then requires its own field-dependent phase. Also, $f$ was linear in $\mathbf r$. For a general gauge function, the London phase would change by $\nabla f(\mathbf R_\mu)\cdot\mathbf r$, which is not $f(\mathbf r)$ plus a constant. The result concerns shifts of origin in a uniform field, not every gauge transformation.

**Q.** If $\mathbf O$ really drops out, I should be able to see an integral without it.

**A.** Define $\mathbf R_{\mu\nu}=\mathbf R_\mu-\mathbf R_\nu$. Complex conjugation reverses the phase of the left orbital, so

$$\omega_\mu^*\omega_\nu=e^{i[\mathbf A_O(\mathbf R_\mu)-\mathbf A_O(\mathbf R_\nu)]\cdot\mathbf r}\chi_\mu\chi_\nu=e^{\frac i2(\mathbf B\times\mathbf R_{\mu\nu})\cdot\mathbf r}\chi_\mu\chi_\nu=e^{\frac i2\mathbf B\cdot(\mathbf R_{\mu\nu}\times\mathbf r)}\chi_\mu\chi_\nu .$$

The last step is the cyclic rule for the triple product. The overlap is the integral of this expression. Its gradient with respect to $\mathbf B$, at $\mathbf B=0$, brings down the factor multiplying $\mathbf B$:

$$\boxed{\;\mathbf S^{(1)}_{\mu\nu}=\frac{\partial S_{\mu\nu}}{\partial\mathbf B}\Big|_0=\tfrac i2\langle\chi_\mu|\mathbf R_{\mu\nu}\times\mathbf r|\chi_\nu\rangle\;}$$

For the local potential, insert $V$ in the integral:

$$\mathbf V^{(1)}_{\mu\nu}=\tfrac i2\langle\chi_\mu|(\mathbf R_{\mu\nu}\times\mathbf r)V|\chi_\nu\rangle .$$

**Q.** The kinetic energy differentiates the phase. Surely it is not just another factor of $\mathbf R_{\mu\nu}\times\mathbf r$.

**A.** There is a second term. Write $\mathbf r_\nu=\mathbf r-\mathbf R_\nu$. Moving the constant-wavevector phase to the left of $\mathbf p$ subtracts $\mathbf A_O(\mathbf R_\nu)$:

$$\boldsymbol\pi\omega_\nu=e^{-i\mathbf A_O(\mathbf R_\nu)\cdot\mathbf r}[\mathbf p-\mathbf A_O(\mathbf R_\nu)+\mathbf A_O(\mathbf r)]\chi_\nu=e^{-i\mathbf A_O(\mathbf R_\nu)\cdot\mathbf r}[\mathbf p+\tfrac12\mathbf B\times\mathbf r_\nu]\chi_\nu .$$

The orbital sees a vector potential centred on its own atom. A second application of $\boldsymbol\pi$ gives the square of the bracket. With $\mathbf a_\nu=\tfrac12\mathbf B\times\mathbf r_\nu$,

$$\tfrac12(\mathbf p+\mathbf a_\nu)^2=\tfrac12\mathbf p^2+\tfrac12(\mathbf p\cdot\mathbf a_\nu+\mathbf a_\nu\cdot\mathbf p)+\tfrac12\mathbf a_\nu^2 .$$

Acting on a function, $\mathbf p\cdot\mathbf a_\nu=\mathbf a_\nu\cdot\mathbf p-i(\nabla\cdot\mathbf a_\nu)$. The divergence vanishes because $\nabla\cdot(\mathbf B\times\mathbf r_\nu)=-\mathbf B\cdot(\nabla\times\mathbf r_\nu)=0$. The middle term is therefore

$$\mathbf a_\nu\cdot\mathbf p=\tfrac12(\mathbf B\times\mathbf r_\nu)\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf r_\nu\times\mathbf p),$$

and the full matrix element is

$$h_{\mu\nu}=\langle\chi_\mu|e^{\frac i2\mathbf B\cdot(\mathbf R_{\mu\nu}\times\mathbf r)}\big[h_0+\tfrac12\mathbf B\cdot(\mathbf r_\nu\times\mathbf p)+\tfrac18|\mathbf B\times\mathbf r_\nu|^2\big]|\chi_\nu\rangle ,$$

with $h_0=\tfrac12\mathbf p^2+V$. At zero field, the product rule differentiates either the phase or the linear term in the bracket. The quadratic term does not contribute:

$$\boxed{\;\mathbf h^{(1)}_{\mu\nu}=\tfrac i2\langle\chi_\mu|(\mathbf R_{\mu\nu}\times\mathbf r)h_0|\chi_\nu\rangle+\tfrac12\langle\chi_\mu|(\mathbf r-\mathbf R_\nu)\times\mathbf p|\chi_\nu\rangle\;}$$

The kinetic derivative $\mathbf T^{(1)}_{\mu\nu}$ is the same expression with $h_0$ replaced by $\tfrac12\mathbf p^2$.

**Q.** That cannot be Hermitian. The angular momentum is taken about $\mathbf R_\nu$, and $\mathbf R_\mu$ has been left out.

**A.** Neither term is Hermitian by itself in general, but their sum is. Let $\mathbf D=\mathbf R_{\mu\nu}\times\mathbf r$ and split the product into symmetric and antisymmetric parts:

$$\tfrac i2\mathbf Dh_0=\tfrac i4(\mathbf Dh_0+h_0\mathbf D)+\tfrac i4[\mathbf D,h_0].$$

The potential commutes with $\mathbf r$, while $[\mathbf r,\tfrac12\mathbf p^2]=i\mathbf p$. Hence $[\mathbf D,h_0]=i\mathbf R_{\mu\nu}\times\mathbf p$, and the last term is $-\tfrac14\mathbf R_{\mu\nu}\times\mathbf p$. Combining it with the angular-momentum term gives

$$\tfrac12\big(\mathbf r-\mathbf R_\nu-\tfrac12\mathbf R_\mu+\tfrac12\mathbf R_\nu\big)\times\mathbf p=\tfrac12\big[\mathbf r-\tfrac12(\mathbf R_\mu+\mathbf R_\nu)\big]\times\mathbf p .$$

So

$$\mathbf h^{(1)}_{\mu\nu}=\tfrac i4\langle\chi_\mu|\mathbf Dh_0+h_0\mathbf D|\chi_\nu\rangle+\tfrac12\langle\chi_\mu|[\mathbf r-\tfrac12(\mathbf R_\mu+\mathbf R_\nu)]\times\mathbf p|\chi_\nu\rangle .$$

The second operator is angular momentum about the midpoint, which is Hermitian and symmetric in the two labels. In the first term, conjugation reverses the sign of $i$, and exchanging the labels reverses $\mathbf R_{\mu\nu}$, so the two signs cancel. Thus $\mathbf h^{(1)}_{\nu\mu}=(\mathbf h^{(1)}_{\mu\nu})^*$. The orbitals must decay fast enough for the surface terms in the integrations by parts to vanish.

With real $\chi$, both $\mathbf S^{(1)}$ and $\mathbf h^{(1)}$ are imaginary, hence antisymmetric. For two functions on one centre, $\mathbf R_{\mu\nu}=0$: the overlap derivative vanishes, and $\mathbf h^{(1)}$ is half the matrix element of angular momentum about that nucleus.

**Q.** Give me numbers, preferably for a pair in which the angular-momentum term survives.

**A.** Take one electron and three fixed unit positive charges at $(-0.6,0,0.2)$, $(0.8,0,0)$ and $(0,1,-0.4)$ bohr. Each centre has a normalized s Gaussian, with exponents $0.5$, $0.7$ and $0.6$ bohr$^{-2}$. The third also has a p shell with exponent $0.6$. These are round model parameters.

Let $\mu$ be the s function on centre 1 and $\nu$ the $p_x$ function on centre 3. Then $\mathbf R_{\mu\nu}=(-0.6,-1.0,0.6)$ bohr. Analytic Gaussian integration gives $S_{\mu\nu}=-0.2627$ at zero field and

$$\langle\chi_\mu|\mathbf r|\chi_\nu\rangle=(0.5094,\,-0.1433,\,0.0334)\ \text{bohr}.$$

The $z$ component of the cross product is

$$(-0.6)(-0.1433)-(-1.0)(0.5094)=0.5954\ \text{bohr}^2 .$$

The other components follow in the same way, giving $(0.0525,0.3257,0.5954)$ bohr². Multiplying by $i/2$,

$$\mathbf S^{(1)}_{\mu\nu}=i\,(0.0263,\,0.1629,\,0.2977)\ \text{a.u.}$$

For the angular momentum about centre 3, differentiation of $x$ times a spherical Gaussian gives $L_xp_x=0$, $L_yp_x=-ip_z$ and $L_zp_x=ip_y$. By rotational symmetry, the overlaps of the s function with $(p_x,p_y,p_z)$ are proportional to $\mathbf R_{\mu\nu}$. They are therefore $(-0.2627,-0.4378,0.2627)$, and half the angular momentum is $i(0,-0.1313,-0.2189)$.

The remaining integrals were evaluated on a Fourier grid. The imaginary parts, in atomic units, are:

| Contribution to $\mathbf h^{(1)}_{\mu\nu}$ | $x$ | $y$ | $z$ |
|---|---:|---:|---:|
| Kinetic, phase | 0.0291 | 0.1804 | 0.3298 |
| Angular momentum | 0.0000 | −0.1313 | −0.2189 |
| Potential, phase | −0.0614 | −0.3515 | −0.6472 |
| Sum | −0.0323 | −0.3024 | −0.5363 |

In the reversed element, the angular momentum acts on an s function about its own centre and gives zero. The phase terms alone then give $(0.0323,0.3024,0.5363)$, the opposite of the sum above, as Hermiticity requires.

**Q.** Those are derivatives at zero field. I want a finite field and an inconvenient origin.

**A.** Use $\mathbf B=(0.10,-0.05,0.20)$ a.u., or $5.39\times10^4$ T in magnitude, with gauge origins $(0,0,0)$ and $(5,-4,3)$ bohr. The grid integrals contain the London phases and the full vector potential explicitly. At both origins,

$$S_{\mu\nu}=-0.2586+0.0537i,\qquad h_{\mu\nu}=0.2777-0.0943i\ \text{hartree}.$$

The first-order imaginary part of the overlap is

$$0.10(0.0263)-0.05(0.1629)+0.20(0.2977)=0.0540,$$

close to $0.0537$. Reversing $\mathbf B$ conjugates the overlap, so its imaginary part is odd in the field and the next correction is cubic.

Canonical momentum behaves differently. Its $x$ element changes from $-0.0216-0.3480i$ to $-0.1056-0.3305i$ a.u. Here $\tfrac12[\mathbf B\times(\mathbf O'-\mathbf O)]_x=0.325$, and $0.325\,S_{\mu\nu}=-0.0840+0.0175i$ accounts for the change. The element of $\pi_x$ is $-0.0086-0.3520i$ at both origins.

Diagonalizing $h$ in this six-function basis gives these lowest electronic energies, without the repulsion between the fixed charges:

| Basis in the field | Near origin / hartree | Far origin / hartree |
|---|---:|---:|
| London | −2.0628 | −2.0628 |
| Field-independent | −2.0623 | −2.0426 |

The zero-field energy is $-2.0690$ hartree. Moving the origin changes the field-independent result by $0.0197$ hartree, or $0.536$ eV. For this pair of origins, that is about three times the field-induced rise of $0.0062$ hartree found with London orbitals; the ratio depends on where the far origin is put, and at the near origin the two bases differ by only $0.0004$ hartree. Origin independence does not make the London energy exact: the basis is still small. With a large field-independent basis (aug-cc-pV5Z on each centre) the zero-field energy is $-2.160$ hartree, about $0.09$ lower, and the field-induced rise, with the gauge origin at the centroid of the charges, is $0.0058$ hartree. The origin error of field-independent orbitals also shrinks as the basis grows: for the same pair of origins it is $0.0063$ hartree in aug-cc-pVDZ, $0.0006$ in aug-cc-pVTZ and below $0.0001$ in aug-cc-pV5Z. The factor of three therefore belongs to the six-function basis.

**Q.** I still see a bare $\mathbf r$ in $\mathbf R_{\mu\nu}\times\mathbf r$. Have you hidden the gauge origin in the coordinate origin?

**A.** No, but there is a second convention there. The London phase is zero at $\mathbf r=0$, and this reference point is distinct from $\mathbf O$. If $\mathbf r$ is replaced by $\mathbf r-\mathbf P$ in every phase, each orbital acquires the constant factor $e^{i\mathbf A_O(\mathbf R_\mu)\cdot\mathbf P}$. An overlap or Hamiltonian element is then multiplied by

$$e^{-i[\mathbf A_O(\mathbf R_\mu)-\mathbf A_O(\mathbf R_\nu)]\cdot\mathbf P}=e^{-\frac i2\mathbf B\cdot(\mathbf R_{\mu\nu}\times\mathbf P)} .$$

Consequently $\mathbf S^{(1)}_{\mu\nu}$ shifts by $-\tfrac i2(\mathbf R_{\mu\nu}\times\mathbf P)S_{\mu\nu}$, and $\mathbf h^{(1)}_{\mu\nu}$ by the same factor times its zero-field element. Constant phases of basis functions can be absorbed in the coefficients, so the energies do not change. For $\mathbf P=(1,2,-1)$ bohr, the finite-field overlap becomes $-0.2601+0.0459i$, while the lowest energy remains $-2.0628$ hartree.

**Q.** Then I could set each phase to zero at its own nucleus, using $e^{-i\mathbf A_O(\mathbf R_\mu)\cdot(\mathbf r-\mathbf R_\mu)}$.

**A.** You could, but matrix elements between different centres would then in general depend on $\mathbf O$. The extra constant phase is

$$\mathbf A_O(\mathbf R_\mu)\cdot\mathbf R_\mu=\tfrac12[\mathbf B\times(\mathbf R_\mu-\mathbf O)]\cdot\mathbf R_\mu=-\tfrac12(\mathbf B\times\mathbf O)\cdot\mathbf R_\mu ,$$

since $(\mathbf B\times\mathbf R_\mu)\cdot\mathbf R_\mu=0$. Relative to the common-reference convention, the element gains the factor $e^{\frac i2(\mathbf B\times\mathbf O)\cdot\mathbf R_{\mu\nu}}$. In the example, $S_{\mu\nu}$ is $-0.2586+0.0537i$ for the near origin and $-0.1850+0.1885i$ for the far one. Its modulus and the energy are unchanged. The factor is 1 for every $\mathbf O$ when $\mathbf R_{\mu\nu}$ is zero or parallel to $\mathbf B$, so one-centre elements do not move. Element-by-element independence needs the differences between the constant phases of the orbitals to be independent of $\mathbf O$. A common phase reference $\mathbf P$ ensures this if it stays fixed when $\mathbf O$ moves. The own-nucleus reference does not, and neither does the choice $\mathbf P=\mathbf O$, whose factor $e^{-\frac i2\mathbf B\cdot(\mathbf R_{\mu\nu}\times\mathbf O)}$ is the same as the one just found. Independence of the energy holds with any of these choices.

**Q.** And with more than one electron, does the repulsion spoil this?

**A.** No. Each electron contributes its own pair phase. With $(\mu\nu|\kappa\lambda)$ denoting $\omega_\mu^*\omega_\nu$ for electron 1 and $\omega_\kappa^*\omega_\lambda$ for electron 2,

$$(\mu\nu|\kappa\lambda)=\iint \frac{\chi_\mu\chi_\nu(1)\,\chi_\kappa\chi_\lambda(2)}{r_{12}}\,e^{\frac i2\mathbf B\cdot(\mathbf R_{\mu\nu}\times\mathbf r_1+\mathbf R_{\kappa\lambda}\times\mathbf r_2)}\,d\mathbf r_1d\mathbf r_2 .$$

There is no $\mathbf O$ here either. The first derivative inserts $\tfrac i2(\mathbf R_{\mu\nu}\times\mathbf r_1+\mathbf R_{\kappa\lambda}\times\mathbf r_2)$ into the zero-field integral. Since the overlap, one-electron and repulsion integrals are all unchanged, a Hartree–Fock or configuration-interaction energy built from them is the same function of its coefficients for every gauge origin.
